# Truncated Fermionic Matsubara Sums: Gibbs Ringing and Moment Subtraction

## The decision: more frequencies or more moments

A finite-temperature calculation delivers a Green function at $N$ positive Matsubara frequencies, and an occupation is wanted to within $10^{-6}$. One can enlarge $N$, or compute a few equal-time expectation values and treat the high-frequency tail analytically. For the two-site model used below, at 600 K, the first choice needs $N\approx 9.0\times10^5$ and the second needs $N=244$.

The truncation error behaves differently at different imaginary times. At zero time, once half the jump of $G$ has been added by hand, the error is of order $\beta/N$ times the first spectral moment. At a fixed interior time it oscillates and falls as $1/N$. Uniformly in time it does not vanish at all, until one moment has been subtracted.

## Conventions and the spectral form

Let $H$ include the term $-\mu\hat N$, so that energies are measured from the chemical potential. Put $\beta=1/(k_BT)$ and, for $0<\tau<\beta\hbar$,

$$G(\tau)=-\langle c(\tau)c^\dagger(0)\rangle,\qquad c(\tau)=e^{H\tau/\hbar}c\,e^{-H\tau/\hbar},\qquad x=\frac{\tau}{\beta\hbar}.$$

The Matsubara energies are $\nu_n=(2n+1)\pi k_BT$, and

$$G(i\nu_n)=\frac1\hbar\int_0^{\beta\hbar}e^{i\nu_n\tau/\hbar}G(\tau)\,d\tau,\qquad G(\tau)=k_BT\sum_n e^{-i\nu_n\tau/\hbar}G(i\nu_n).$$

"Truncated at $N$" means $n=-N,\dots,N-1$: $N$ positive energies and their mirror images. The cutoff is $\Lambda=2\pi Nk_BT$, midway between the last energy kept and the first omitted. Every error is exact minus truncated.

Insert eigenstates with energies $E_a$ and probabilities $p_a$:

$$G(\tau)=-\sum_{ab}p_a|c_{ab}|^2e^{-\varepsilon_{ab}\tau/\hbar},\qquad \varepsilon_{ab}=E_b-E_a .$$

Since $p_b=p_ae^{-\beta\varepsilon_{ab}}$, we have $p_a=(p_a+p_b)/(1+e^{-\beta\varepsilon_{ab}})$. The transform of one exponential, with $e^{i\beta\nu_n}=-1$, is

$$\frac1\hbar\int_0^{\beta\hbar}e^{(i\nu_n-\varepsilon)\tau/\hbar}d\tau=-\frac{1+e^{-\beta\varepsilon}}{i\nu_n-\varepsilon}.$$

The thermal factors cancel, leaving

$$G(i\nu)=\int\frac{A(\varepsilon)}{i\nu-\varepsilon}\,d\varepsilon,\qquad A(\varepsilon)=\sum_{ab}(p_a+p_b)|c_{ab}|^2\,\delta(\varepsilon-\varepsilon_{ab})\ge0 .$$

Define $M_k=\int A\,\varepsilon^k d\varepsilon$ and $\mu_k=\int A|\varepsilon|^kd\varepsilon$, assumed finite to the order used.

The moments can be found without knowing $A$. With $Lc=[c,H]$, the matrix element $(Lc)_{ab}$ equals $\varepsilon_{ab}c_{ab}$. Hence

$$M_k=\langle\{L^kc,c^\dagger\}\rangle,\qquad M_0=\langle\{c,c^\dagger\}\rangle=1 .$$

## Separating the tail

The finite geometric identity gives, without approximation,

$$G(i\nu)=\sum_{k=1}^{K}\frac{M_{k-1}}{(i\nu)^k}+R_K(i\nu),\qquad R_K=\int\frac{A(\varepsilon)\,\varepsilon^K}{(i\nu)^K(i\nu-\varepsilon)}d\varepsilon .$$

Because $|i\nu-\varepsilon|\ge|\nu|$, it follows that $|R_K|\le\mu_K/|\nu|^{K+1}$ at every frequency, not just at large ones.

The subtracted powers must be restored by their complete sums. Write

$$k_BT\sum_n\frac{e^{-i\nu_n\tau/\hbar}}{(i\nu_n)^k}=\beta^{k-1}p_k(x),\qquad 0<x<1 .$$

For $k=1$ the function is $p_1=-\tfrac12$, since its transform is $-\tfrac12(e^{i\beta\nu_n}-1)/(i\nu_n)=1/(i\nu_n)$. For higher $k$, integrate by parts:

$$\int_0^1e^{i\beta\nu_nx}p_k\,dx=\frac{-p_k(1)-p_k(0)}{i\beta\nu_n}-\frac1{i\beta\nu_n}\int_0^1e^{i\beta\nu_nx}p_k'\,dx .$$

If $p_k(1)=-p_k(0)$ and $p_k'=-p_{k-1}$, each step supplies one more factor $1/(i\beta\nu_n)$, as required. Thus $p_2'=\tfrac12$ and $p_3'=-(2x-1)/4$, and the boundary condition fixes the constants:

$$p_2=\frac{2x-1}{4},\qquad p_3=\frac{x(1-x)}4 .$$

The corrected truncated sum is therefore

$$G_{N,K}(\tau)=\sum_{k=1}^KM_{k-1}\beta^{k-1}p_k(x)+k_BT\sum_{n=-N}^{N-1}e^{-i\nu_n\tau/\hbar}R_K(i\nu_n).$$

Its error $\mathcal E_K$ is the omitted part of the $R_K$ sum.

## A uniform bound

For $K\ge1$ the omitted sum converges absolutely. The function $\nu^{-K-1}$ is convex, so its value at the centre of an interval does not exceed its average there. The intervals have width $2\pi k_BT$ and begin at $\Lambda$. Hence

$$|\mathcal E_K|\le2k_BT\sum_{n\ge N}\frac{\mu_K}{\nu_n^{K+1}}\le\frac1\pi\int_\Lambda^\infty\frac{\mu_K}{\nu^{K+1}}d\nu=\frac{\mu_K}{\pi K\Lambda^K}.$$

This holds for every $\tau$ and every $N\ge1$. At fixed temperature the uniform order is thus at least $K$. One subtraction gives the bound $\beta\mu_1/(2\pi^2N)$, which is the $\beta/N$ law in uniform form.

The argument fails for $K=0$, where the integral diverges logarithmically. That is the signal of the jump.

## Zero time: the density and its first correction

On the two sides of zero time, $G(0^-)=\langle c^\dagger c\rangle=n_c$ and $G(0^+)=n_c-1$. In the symmetric sum at $\tau=0$ the terms $1/(i\nu)$ cancel in pairs, leaving the sum of $R_1$. From $G(0^+)=-\tfrac12+k_BT\sum R_1$ that sum is $n_c-\tfrac12$. Therefore

$$n_c=\frac12+2k_BT\sum_{n\ge0}\mathrm{Re}\,G(i\nu_n).$$

Without the added $\tfrac12$ the error would tend to half the jump, however large $N$ is made.

At large $\nu$, the signs of $(i\nu)^{-2}$ and $(i\nu)^{-4}$ give

$$\mathrm{Re}\,G=-\frac{M_1}{\nu^2}+\frac{M_3}{\nu^4}+O(\nu^{-6}).$$

To sum this with its first correction, let $h=2\pi k_BT$. Taylor expansion about the centre of one interval gives $\int f\,d\nu=hf+h^3f''/24+\dots$. Adding the intervals and using $\int_\Lambda^\infty f''d\nu=-f'(\Lambda)$,

$$h\sum_{n\ge N}f(\nu_n)=\int_\Lambda^\infty f\,d\nu+\frac{h^2}{24}f'(\Lambda)+\dots$$

For $f=-M_1/\nu^2$ the derivative is $2M_1/\Lambda^3$. Since $2k_BT=h/\pi$ and $h/\Lambda=1/N$, the raw density error is

$$\delta n_{\rm raw}=-\frac{M_1}{\pi\Lambda}\left[1-\frac{1}{12N^2}\right]+\frac{M_3}{3\pi\Lambda^3}+O(N^{-5}).$$

The leading term is $-\beta M_1/(2\pi^2N)$. The correction is two orders smaller because odd powers cancel and the cutoff lies at a midpoint.

Subtracting $M_0$ alone leaves this density error unchanged, since its frequency terms already cancelled. Subtracting $M_0$ and $M_1$ gives a different formula, in which $p_2(0)=-\tfrac14$ enters:

$$n_c\simeq\frac12-\frac{\beta M_1}{4}+2k_BT\sum_{n=0}^{N-1}\left[\mathrm{Re}\,G(i\nu_n)+\frac{M_1}{\nu_n^2}\right].$$

Its error is

$$\delta n_{\rm sub}=\frac{M_3}{3\pi\Lambda^3}+O(N^{-5}).$$

A third moment $M_2$ changes nothing here: its frequency terms cancel and $p_3(0)=0$. For $K=0,1,2,3$ the density orders are thus 1, 1, 3, 3, provided $M_1$ and $M_3$ are nonzero. If $A$ is even in $\varepsilon$, then $\mathrm{Re}\,G(i\nu)=0$, and the raw formula gives $n_c=\tfrac12$ at any $N$.

## Interior times: ringing and its first correction

At fixed $0<x<1$ the tail terms rotate in phase and largely cancel. Let $q=e^{-i\pi x}$, $f_n=\nu_n^{-p}$ and $S=\sum_{n\ge N}q^{2n+1}f_n$. Multiply by $1-q^2$ and shift the index in the second part:

$$(1-q^2)S=q^{2N+1}f_N+\sum_{n\ge N+1}q^{2n+1}(f_n-f_{n-1}).$$

Applying the same operation to the new sum gives

$$S=\frac{q^{2N+1}f_N}{1-q^2}+\frac{q^{2N+3}(f_{N+1}-f_N)}{(1-q^2)^2}+O(N^{-p-2}).$$

A third application justifies the remainder: its boundary term is a second difference of $f$, and the third differences have one sign and telescope to the same order.

Now $\nu_N=\Lambda(1+1/2N)$, so to first order $f_N=\Lambda^{-p}(1-p/2N)$ and $f_{N+1}-f_N=-\Lambda^{-p}p/N$. The terms proportional to $-p/(2N)$ combine as

$$\frac{q}{1-q^2}+\frac{2q^3}{(1-q^2)^2}=\frac{q(1+q^2)}{(1-q^2)^2}=\frac{q^{-1}+q}{(q^{-1}-q)^2}=-\frac{\cos\pi x}{2\sin^2\pi x}.$$

With $q/(1-q^2)=1/(2i\sin\pi x)$ and $\theta=2\pi Nx$,

$$S=\frac{e^{-i\theta}}{\Lambda^p}\left[\frac1{2i\sin\pi x}+\frac{p\cos\pi x}{4N\sin^2\pi x}\right]+O(N^{-p-2}).$$

Negative frequencies supply the complex conjugate. The omitted sum of $(i\nu)^{-p}$ is therefore $T_p=2k_BT\,\mathrm{Re}(i^{-p}S)$, or

$$T_p=\frac{k_BT}{\Lambda^p\sin\pi x}\left[\cos\!\left(\theta+\tfrac{(p+1)\pi}2\right)+\frac{p\cot\pi x}{2N}\cos\!\left(\theta+\tfrac{p\pi}2\right)\right]+\dots$$

The error to first correction is $\mathcal E_K=M_KT_{K+1}+M_{K+1}T_{K+2}$, with the leading part of the second term sufficient. Set $\phi=\theta+(K+1)\pi/2$. The leading cosines are then $-\sin\phi$ and $-\cos\phi$. Using $1/(2N)=\pi k_BT/\Lambda$,

$$\mathcal E_K=-\frac{k_BT}{\Lambda^{K+1}\sin\pi x}\left[M_K\sin\phi+\frac{B_K}{\Lambda}\cos\phi\right]+O(N^{-K-3}),$$

$$B_K=M_{K+1}-(K+1)\pi k_BT\,M_K\cot\pi x .$$

To control the remainder, separate one further power, with coefficient $M_{K+2}$. Its interior tail is $O(N^{-K-3})$, and so is the tail of $R_{K+3}$ by the uniform bound, if $\mu_{K+3}$ is finite.

The first part of $B_K$ comes from the next moment, the second from the discreteness of the frequencies. Where $\sin\phi$ vanishes and $B_K$ does not, the correction becomes the leading error.

For $K=0$ the leading term is $-\cos(2\pi Nx)/(2\pi N\sin\pi x)$. At fixed $x$ it contains no separate factor $\beta$. For $\tau\ll\beta\hbar$, but still many cutoff periods from zero, $\sin\pi x\approx\pi\tau/(\beta\hbar)$, and the envelope becomes $\beta\hbar/(2\pi^2N\tau)$. This is the $\beta/N$ law at fixed small $\tau$; its divergence as $\tau\to0$ shows that it cannot be uniform.

## The edge layer and the Gibbs overshoot

Near an edge the expansion parameter of the interior series, $\cot(\pi x)/(2N)\approx\hbar/(\Lambda\tau)$, reaches order one at a time of order $\hbar/\Lambda$. There the phase turns only by an amount of order one over the range $\Lambda$ on which the tail terms decay, and the cancellation is lost. The truncated sum of $1/(i\nu)$ is

$$J_N(x)=-\frac2\pi\sum_{n=0}^{N-1}\frac{\sin[(2n+1)\pi x]}{2n+1},\qquad J_N'(x)=-\frac{\sin2\pi Nx}{\sin\pi x}.$$

The derivative follows from $2\sin a\cos[(2n+1)a]=\sin[2(n+1)a]-\sin(2na)$, whose sum telescopes. The first extremum is at $x=1/(2N)$. With $u=2\pi Ns$,

$$J_N\!\left(\tfrac1{2N}\right)=-\frac1\pi\int_0^\pi\frac{\sin u\,du}{2N\sin(u/2N)}=-\frac{\mathrm{Si}(\pi)}\pi+O(N^{-2}),$$

where $\mathrm{Si}(y)=\int_0^y(\sin u/u)\,du$. The complete sum is $-\tfrac12$. The error is therefore $g=\mathrm{Si}(\pi)/\pi-\tfrac12=0.0895$, or 8.95 % of the unit jump. Larger $N$ narrows the layer, but the overshoot tends to $g$ and not to zero. Closer to the edge the error first falls, changes sign near $\Lambda\tau/\hbar\approx1.93$, where $\mathrm{Si}=\pi/2$, and then grows in magnitude: as $\tau\to0^+$ it tends to $-\tfrac12$ plus the density error.

The first correction at the extremum comes from $M_1/(i\nu)^2$. There $\nu\tau/\hbar=\pi u$ with $u=\nu/\Lambda$, and the tail sum becomes an integral:

$$M_1T_2\simeq-\frac{M_1}{\pi\Lambda}\int_1^\infty\frac{\cos\pi u}{u^2}du .$$

Integration by parts gives $-1-\pi\int_1^\infty(\sin\pi u/u)\,du=-1+\pi[\mathrm{Si}(\pi)-\pi/2]=-1+\pi^2g$. Hence

$$\mathcal E_0\!\left(\tfrac1{2N}\right)=g+(1-\pi^2g)\frac{M_1}{\pi\Lambda}+O(N^{-2}),\qquad 1-\pi^2g\approx0.117 .$$

Subtracting $M_0$ removes $g$ and leaves the term that decays. The persistent part of the ringing thus belongs to the jump alone.

The edge also shows why the uniform order is no higher than $K$ when $M_K\ne0$. For odd $K$, the error at zero time has magnitude $|M_K|/(\pi K\Lambda^K)$ to leading order. For even $K\ge2$, at fixed $y=\Lambda\tau/\hbar$, it has magnitude

$$\frac{M_K}{\pi\Lambda^K}\left|\int_1^\infty\frac{\sin yu}{u^{K+1}}du\right| ,$$

and the integral is nonzero at small positive $y$, where it behaves as $y/(K-1)$.

## Worked example: an interacting dimer

Take a Hubbard dimer with round parameters: site energies $e_1=0.2$ eV and $e_2=-1$ eV, hopping $t=0.5$ eV, repulsion $U=2$ eV. The Green function is that of site 1, spin up. The commutator is

$$[c_{1\uparrow},H]=(e_1+Un_{1\downarrow})c_{1\uparrow}-t\,c_{2\uparrow}.$$

Its anticommutator with $c_{1\uparrow}^\dagger$ gives $M_1$. Its anticommutator with its own adjoint gives $M_2$, because each $L$ multiplies a matrix element by the real number $\varepsilon_{ab}$. Using $n_{1\downarrow}^2=n_{1\downarrow}$,

$$M_1=e_1+U\langle n_{1\downarrow}\rangle,\qquad M_2=e_1^2+t^2+(2e_1U+U^2)\langle n_{1\downarrow}\rangle .$$

At 600 K, $k_BT=0.051704$ eV and $\langle n_{1\downarrow}\rangle=0.359306$. Thus $M_1=0.2+2(0.359306)=0.9186$ eV and $M_2=0.29+4.8(0.359306)=2.0147$ eV². The third moment, from the nested commutator in the full 16-state space, is $M_3=4.692$ eV³. The numerical check obtains the reference $G(\tau)$ from the thermal trace, without a Matsubara sum.

**Density.** For $N=256$, $\Lambda=83.17$ eV. The leading raw error is $-0.9186/(\pi\times83.17)=-3.516\times10^{-3}$. The $M_3$ correction adds $8.65\times10^{-7}$, giving $-3.5150\times10^{-3}$, as found by summation. With two moments subtracted the error found is $8.65\times10^{-7}$.

At 300 K and the same $N$, the raw error is $-7.658\times10^{-3}$, larger by a factor 2.18. Doubling $\beta$ accounts for 2, and the change of $M_1$ to 1.0014 eV for the remaining 1.09.

For a target $\delta=10^{-6}$ at 600 K, the leading laws give

$$N_{\rm raw}=\frac{M_1}{2\pi^2k_BT\,\delta}\approx9.0\times10^5,\qquad N_{\rm sub}=\frac1{2\pi k_BT}\left(\frac{M_3}{3\pi\delta}\right)^{1/3}\approx\frac{79.3}{0.3249}\approx244 .$$

Direct summation confirms both, a saving by a factor of about 3700 in frequencies. The exact $M_1$ was used here, although by spin symmetry $\langle n_{1\downarrow}\rangle$ is the occupation being sought. It need not be known in advance. An error $\delta$ in the occupation put into $M_1$ changes the result by $U\delta/(\pi\Lambda)$ in magnitude (see the last section), which is $0.008\,\delta$ at $N=244$. Feeding the result back into $M_1$ therefore converges in a few passes, to an error of $9.9\times10^{-7}$.

**Interior time.** Take $x=1/3$, $K=0$, $N=1024$, so $\Lambda=332.7$ eV. Here $\theta$ is $2\pi/3$ modulo $2\pi$, hence $\sin\phi=-0.5$ and $\cos\phi=-0.866$. The leading error is $8.973\times10^{-5}$. Also $B_0=0.9186-0.1624\times0.5774=0.8248$ eV, so the relative correction is $0.866\times0.8248/(0.5\times332.7)=0.0043$. The corrected value, $9.012\times10^{-5}$, agrees with the computed error to the digits shown.

**Overshoot.** At $N=1024$ the extremum lies at 0.0062 fs. The error there is 0.08959, against the limit 0.08949. After subtracting $M_0$ it is $1.02\times10^{-4}$; the first correction predicts $0.117\times8.79\times10^{-4}=1.03\times10^{-4}$.

The largest errors found on the time grid show the uniform behaviour:

| $N$ | $K=0$ | $K=1$ | $K=2$ | $K=3$ |
|---|---|---|---|---|
| 1 | 0.705 | 0.205 | 0.701 | 1.92 |
| 4 | 0.64 | 0.14 | 0.11 | 0.11 |
| 256 | 0.50 | $3.5\times10^{-3}$ | $3.6\times10^{-5}$ | $8.6\times10^{-7}$ |
| 1024 | 0.50 | $8.8\times10^{-4}$ | $2.2\times10^{-6}$ | $1.4\times10^{-8}$ |

Between the last two rows the measured orders are 0.00, 1.00, 2.00 and 3.00.

## When subtraction does not help

A higher order is an asymptotic advantage. Going from $K$ to $K+1$ lowers the uniform bound if

$$\Lambda>\frac{K}{K+1}\frac{\mu_{K+1}}{\mu_K}.$$

In the example this threshold is 0.96 eV from $K=1$ to 2, and 1.57 eV from 2 to 3. At $N=1$ the cutoff is 0.32 eV, below both, and the table shows the error growing from $K=1$ to $K=3$. The criterion concerns bounds, so it is a guide to the actual errors and not a theorem about them.

An inaccurate moment also limits the gain. If $M_1+\delta M_1$ is used instead of $M_1$, the truncated result acquires $\delta M_1T_2$, and the density error acquires $+\delta M_1/(\pi\Lambda)$ to leading order. The $1/N$ law returns, with a coefficient $|\delta M_1/M_1|$ times that of the raw sum. In an interacting system the moments must therefore belong to the same state and approximation as $G(i\nu)$.

Finally, the required moments must exist. For a Lorentzian spectral function of half-width $\Gamma$ centred at zero, $G(i\nu)=1/[i(\nu+\Gamma)]$ for $\nu>0$. Its second tail term is $-\Gamma/(i\nu^2)$, which is imaginary, whereas $M_1/(i\nu)^2$ is real. Here $\mu_1$ diverges. Subtracting $M_0$ still leaves $|R_1|\le\Gamma/\nu^2$, and hence a uniform error of at most $\Gamma/(\pi\Lambda)$. To go further, the second term must be subtracted in its own form.

## Computed results

```
site energies 0.2 and -1.0 eV, hopping 0.5 eV, U 2.0 eV
kB T at 600 K = 0.051704 eV
beta*hbar at 600 K = 12.7304 fs
exact occupation per spin, 600 K = 0.35930619
M_0 = 1.000000 eV^0, mu_0 = 1.000000 eV^0
M_1 = 0.918612 eV^1, mu_1 = 1.045473 eV^1
M_2 = 2.014670 eV^2, mu_2 = 2.014670 eV^2
M_3 = 4.692066 eV^3, mu_3 = 4.743211 eV^3
largest error over tau (dimensionless), K = 0, 1, 2, 3:
  N=    1 cutoff=   0.325 eV: 7.050e-01  2.050e-01  7.014e-01  1.922e+00
  N=    4 cutoff=   1.299 eV: 6.446e-01  1.446e-01  1.129e-01  1.117e-01
  N=   16 cutoff=   5.198 eV: 5.532e-01  5.317e-02  9.441e-03  3.194e-03
  N=   64 cutoff=  20.791 eV: 5.140e-01  1.401e-02  5.834e-04  5.483e-05
  N=  256 cutoff=  83.166 eV: 5.035e-01  3.515e-03  3.580e-05  8.649e-07
  N= 1024 cutoff= 332.663 eV: 5.009e-01  8.790e-04  2.227e-06  1.352e-08
  uniform order from N=256 to 1024, K=0: 0.004
  uniform order from N=256 to 1024, K=1: 1.000
  uniform order from N=256 to 1024, K=2: 2.003
  uniform order from N=256 to 1024, K=3: 3.000
error size at tau = beta*hbar/3 (dimensionless), K = 0, 1, 2, 3:
  N=   64: 1.527e-03  1.027e-04  7.730e-06  1.199e-06
  N=  256: 3.650e-04  6.767e-06  1.089e-07  4.987e-09
  N= 1024: 9.012e-05  4.277e-07  1.651e-09  1.974e-11
  interior order K=0: 1.009, leading formula at N=1024: 8.973e-05
  interior order K=1: 1.992, leading formula at N=1024: 4.292e-07
  interior order K=2: 3.022, leading formula at N=1024: 1.634e-09
  interior order K=3: 3.990, leading formula at N=1024: 1.981e-11
Gibbs limit Si(pi)/pi - 1/2 = 0.089490 (fraction of the jump)
  N=   64 tau=0.09946 fs: overshoot 0.090849, error with K=1 1.349e-03
  N=  256 tau=0.02486 fs: overshoot 0.089884, error with K=1 3.932e-04
  N= 1024 tau=0.00622 fs: overshoot 0.089591, error with K=1 1.016e-04
density error (exact - truncated), raw and with two moments:
  600 K N=  256: raw -3.5150e-03 (law -3.5159e-03), sub 8.6493e-07 (law 8.6549e-07)
  600 K N= 1024: raw -8.7897e-04 (law -8.7898e-04), sub 1.3523e-08 (law 1.3523e-08)
  300 K N=  256: raw -7.6579e-03 (law -7.6656e-03), sub 7.6384e-06 (law 7.6574e-06)
  300 K N= 1024: raw -1.9163e-03 (law -1.9164e-03), sub 1.1963e-07 (law 1.1965e-07)
M_1 at 300 K = 1.001399 eV
target density error = 1e-06, 600 K
  raw sum: N = 900075, error found 1.0000e-06
  two moments subtracted: N = 244, error found 9.9886e-07
  ratio of the two N = 3689
```
